\section*{Comment on reading the fitted s8 as a scale of C8}

\section{The argument under review}

The argument concerns the dispersion correction with rational damping,
\begin{equation}
E_{\rm D}=-\frac{C_6}{R^6+f^6}-s_8\frac{C_8}{R^8+f^8},\qquad
f=a_1R_0+a_2,\qquad R_0=\sqrt{C_8/C_6},
\label{model}
\end{equation}
with the $C_6$ term unscaled. It runs as follows: ``The parameter $s_8$ multiplies $C_8$. If a fit to accurate interaction energies returns $s_8\neq1$, the tabulated $C_8$ must be wrong by that factor, and $s_8C_8$ is the better value.''

The first sentence is correct: at large $R$ the model has the $R^{-8}$ coefficient $s_8C_8$. The second does not follow from it. A least-squares coefficient responds to every part of the data that resembles its basis function, whatever the origin of that part. The inference can be tested on a pair whose $C_8$ is known, so that no error in the tabulated $C_8$ is left for $s_8$ to repair.

\section{A pair with known coefficients}

Take two hydrogen atoms with parallel spins. They repel at short range and have a shallow van der Waals well. Atomic units are used, with energies of the pair in microhartree ($\mu E_{\rm h}$); the treatment is nonrelativistic with fixed nuclei.

The coefficients follow from second-order perturbation theory. Let $Q_{lm}=r^l\sqrt{4\pi/(2l+1)}\,Y_{lm}$ be the multipole operators of an atom's electron, so that $Q_{10}=z$. Apart from a sign, the interaction of moments $l_a$ and $l_b$, with $L=l_a+l_b$, is
\begin{equation}
V=\sum_m\frac{L!\;Q_{l_am}Q_{l_b,-m}}
{\sqrt{(l_a+m)!(l_a-m)!(l_b+m)!(l_b-m)!}}\,\frac1{R^{L+1}} .
\end{equation}
Different $m$ lead to different excited states, so their squares add. For a spherical atom the squared transition moment $d^2$ is the same for each $m$. The sum of squared prefactors is
\begin{align}
\sum_m\frac{(L!)^2}{(l_a+m)!(l_a-m)!(l_b+m)!(l_b-m)!}
&=\frac{(L!)^2}{(2l_a)!(2l_b)!}\sum_m\binom{2l_a}{l_a+m}\binom{2l_b}{l_b-m}\nonumber\\
&=\frac{(L!)^2}{(2l_a)!(2l_b)!}\binom{2L}{L}
=\frac{(2L)!}{(2l_a)!(2l_b)!},
\end{align}
where the binomial sum is Vandermonde's identity. With excitation energies $\varepsilon$, the contribution to $C_{2L+2}$ is therefore
\begin{equation}
C(l_a,l_b)=\frac{(2L)!}{(2l_a)!(2l_b)!}\sum_{i,j}\frac{d_{i}^2\,d_{j}^2}{\varepsilon_i+\varepsilon_j}.
\end{equation}
For equal atoms $C_6=C(1,1)$, $C_8=2C(1,2)$ and $C_{10}=2C(1,3)+C(2,2)$. Evaluation with hydrogen pseudostates gives
\begin{equation}
C_6=6.499,\qquad C_8=124.4,\qquad C_{10}=3286 .
\end{equation}
Hence $R_0=4.375$ bohr. With the round choices $a_1=0.4$ and $a_2=4$ bohr, $f=0.4\times4.375+4=5.75$ bohr.

The reference energy is full configuration interaction (CI) in a finite Gaussian basis. An isolated hydrogen atom has one electron and no correlation energy, so $E_{\rm CI}-E_{\rm HF}$ is entirely interatomic. At 12 bohr its computed ratio to the undamped series through $C_{10}$ is 0.9985. The finite basis and the omitted higher terms both affect this ratio, so its closeness to 1 is not a measure of accuracy; the program requires agreement only within 5\%. CI and HF use s, p, d and f functions; PBE and BLYP use only the s and p functions. In the fits, $E_{\rm X}-E_{\rm HF}$ is formed with HF in that smaller basis, which differs from the tabulated HF by at most $0.45\ \mu E_{\rm h}$. The interaction energies, with the atoms computed in the basis of the pair, are:
\begin{center}
\begin{tabular}{rrrrr}
$R$/bohr & CI & HF & PBE & BLYP\\
7.0 & $-2.1$ & 70.2 & $-18.1$ & 342.5\\
7.5 & $-17.9$ & 30.4 & $-43.8$ & 222.1\\
8.0 & $-19.6$ & 13.0 & $-46.0$ & 146.4\\
9.0 & $-13.3$ & 2.3 & $-29.8$ & 64.7\\
10.0 & $-7.6$ & 0.4 & $-14.6$ & 28.6\\
12.0 & $-2.5$ & 0.0 & $-2.6$ & 5.8
\end{tabular}
\end{center}
The digits shown are not converged with respect to the basis: a larger basis with g functions lowers CI at 8 bohr by $0.4\ \mu E_{\rm h}$, and an 11s5p2d basis moves PBE by up to 4 and BLYP by up to $6\ \mu E_{\rm h}$. In either basis, without any correction, PBE overbinds this pair near the minimum, while BLYP is repulsive at all six distances.

\section{What the fit puts into $s_8$}

For a method X the correction should supply $E_{\rm CI}-E_{\rm X}$. Write $\phi_n=C_n/(R^n+f^n)$. Setting $-\phi_6-s_8\phi_8$ equal to $E_{\rm CI}-E_{\rm X}$ and changing all signs gives the fitting condition
\begin{equation}
s_8\phi_8\simeq g,\qquad g=E_{\rm X}-E_{\rm CI}-\phi_6 .
\end{equation}
Let the fit minimise $\sum_R R^{12}(g-s_8\phi_8)^2$, which weights errors relative to $R^{-6}$. At fixed $f$, setting the derivative with respect to $s_8$ to zero gives
\begin{equation}
s_8=p[g],\qquad
p[g]=\frac{\sum_R R^{12}\phi_8\,g}{\sum_R R^{12}\phi_8^2}
=\frac{\sum_R w\,(g/\phi_8)}{\sum_R w},\qquad w=R^{12}\phi_8^2 .
\label{proj}
\end{equation}
Thus $s_8$ is a weighted mean of $g/\phi_8$ over the chosen distances.

Now add and subtract $E_{\rm HF}$, and define a remainder $r$ by
\begin{equation}
E_{\rm HF}-E_{\rm CI}=\phi_6+\phi_8+\phi_{10}+r .
\end{equation}
The remainder contains higher multipoles, third- and higher-order perturbation terms, the difference between true and assumed damping, and basis errors, including the slightly different $C_n$ that the finite basis implies. Then
\begin{align}
g&=(E_{\rm X}-E_{\rm HF})+(E_{\rm HF}-E_{\rm CI})-\phi_6\nonumber\\
&=(E_{\rm X}-E_{\rm HF})+\phi_8+\phi_{10}+r .
\end{align}
Since $p$ is linear and $p[\phi_8]=1$,
\begin{equation}
s_8=1+p[\phi_{10}]+p[E_{\rm X}-E_{\rm HF}]+p[r].
\label{decomp}
\end{equation}
The exact $C_8$ accounts for the 1. The other three terms would have to sum to zero if $s_8$ measured an error in $C_8$.

\subsection{One distance by hand}

At a single distance, $p[g]$ is just $g/\phi_8$. At $R=8$ bohr,
\begin{equation}
\phi_6=21.8,\qquad \phi_8=6.92,\qquad \phi_{10}=2.95\quad(\mu E_{\rm h}),
\end{equation}
and $E_{\rm HF}-E_{\rm CI}=13.0+19.6=32.6\ \mu E_{\rm h}$. The $C_{10}$ part is $2.95/6.92=0.43$. The remainder is $32.6-21.8-6.9-3.0=0.9\ \mu E_{\rm h}$, or about 0.1 in $s_8$. It is a small difference of larger numbers and includes the basis error of the CI energy; a larger basis with g functions raises it by $0.4\ \mu E_{\rm h}$, or 0.06 in $s_8$, so its size should not be relied on. The functional parts are
\begin{align}
\text{PBE:}\quad&(-46.0-13.0)/6.92=-8.5,\nonumber\\
\text{BLYP:}\quad&(146.4-13.0)/6.92=+19.3 .
\end{align}

\subsection{All six distances}

The fit over the whole table gives
\begin{align}
\text{HF:}\quad s_8&=1+0.44+0+0.13=1.57,\nonumber\\
\text{PBE:}\quad s_8&=1.57-7.86=-6.29,\\
\text{BLYP:}\quad s_8&=1.57+18.47=20.04 .\nonumber
\end{align}
The decimals serve to show the sum. For the two functionals, which use only s and p functions, even the units digit is approximate and only the sign and rough size of $s_8$ should be relied on; the 11s5p2d basis gives $-6.5$ and $19.8$. For HF the first decimal depends on the basis of the CI energy through the remainder: the basis falls short of $C_8$ by 1\% and of $C_{10}$ by 4\% and lacks about half of the second-order $C_{12}$, which suggests that $s_8$ is too small by 0.1 to 0.2.

These are three values of $s_8$ for one pair with one $C_8$. The PBE value also has the wrong sign for a dispersion coefficient: for ground-state atoms each term in the sum for $C_8$ is positive. What differs between the three fits is $E_{\rm X}-E_{\rm HF}$. Where the functional is more repulsive than Hartree--Fock, $s_8$ rises; where it is less repulsive, $s_8$ falls.

The absorption is incomplete, because $E_{\rm X}-E_{\rm HF}$ does not have the shape of $\phi_8$. The root-mean-square (rms) error left by the fit, relative to $C_6/R^6$, is 2.7\% for HF but 66\% for PBE and 65\% for BLYP (67\% and 72\% in the 11s5p2d basis). The last two fits are thus diagnostic and not usable corrections. Parameters fitted to many molecules average over other errors, and the sizes found here should not be carried over to them.

\subsection{The $C_{10}$ part depends on the window}

By equation~(\ref{proj}), $p[\phi_{10}]$ is the weighted mean of
\begin{equation}
\frac{\phi_{10}}{\phi_8}=\frac{C_{10}}{C_8}\,\frac{R^8+f^8}{R^{10}+f^{10}}
\;\longrightarrow\;\frac{C_{10}}{C_8R^2}\qquad(R\gg f).
\end{equation}
It is positive, and doubling all distances should reduce it roughly fourfold. The computed part falls from 0.44 for 7--12 bohr to 0.11 for 14--24 bohr. The ratio of the true to the tabulated $C_8$ is a property of the pair and does not depend on where it was sampled; this part of $s_8$ does.

This also shows when the argument under review would hold. For $R\gg f$, the $C_{10}$ part falls as $R^{-2}$. The leading damping error of $\phi_6$ and the $C_{12}$ term both fall as $R^{-12}$, hence as $R^{-4}$ relative to $\phi_8$. Third-order perturbation theory adds a term in $R^{-11}$ (for example two dipole--dipole factors $R^{-3}$ and one quadrupole--quadrupole factor $R^{-5}$), which falls as $R^{-3}$ relative to $\phi_8$. An error $\delta C_6$ in the tabulated $C_6$, by contrast, adds $-\delta C_6R^2/C_8$ to $g/\phi_8$ and grows with $R$. If $E_{\rm X}-E_{\rm HF}$ also falls faster than $R^{-8}$, $C_6$ is correct and the data are accurate enough, $s_8$ tends to 1 for a correct $C_8$, and a departure from 1 would then indicate an error in it. A fit near the van der Waals minimum is not in this regime.

\section{Correlation with the damping parameters}

So far $f$ was fixed. To see what happens when it is fitted as well, multiply $-E_{\rm D}$ by $R^6/C_6$ and use $C_8/C_6=R_0^2$:
\begin{equation}
e=\frac1{1+(f/R)^6}+s_8\frac{R_0^2}{R^2}\,\frac1{1+(f/R)^8}.
\end{equation}
Increasing $s_8$ raises $e$. For $s_8\ge0$, increasing $f$ lowers it. The two changes can partly cancel, so a larger $f$ calls for a larger $s_8$. For HF with $a_1=0.4$:
\begin{center}
\begin{tabular}{rrr}
$a_2$/bohr & $s_8$ & rms error, \% of $C_6/R^6$\\
3.25 & 1.24 & 1.5\\
4.00 & 1.57 & 2.7\\
4.75 & 2.18 & 9.5
\end{tabular}
\end{center}
The compensation is good between the first two rows and poorer in the third; the first two errors are comparable to the basis shift of the CI energy, nearly 2\% of $C_6/R^6$ at 8 bohr. For PBE, where $s_8$ is negative, the sign argument does not apply, and $s_8$ moves from $-6.0$ to $-7.0$ over the same range.

To quantify the correlation, let the values of $e$ carry small independent errors $\eta$ of equal variance $\sigma^2$. With $J$ the matrix of derivatives of $e$ with respect to the parameters, linearised least squares gives parameter errors $(J^TJ)^{-1}J^T\eta$, and their covariance is
\begin{equation}
\sigma^2(J^TJ)^{-1}J^TJ(J^TJ)^{-1}=\sigma^2(J^TJ)^{-1}.
\end{equation}
For the two columns $u=\partial e/\partial s_8$ and $v=\partial e/\partial f$,
\begin{equation}
(J^TJ)^{-1}=\frac1{u^2v^2-(u\cdot v)^2}
\begin{pmatrix}v^2&-u\cdot v\\-u\cdot v&u^2\end{pmatrix},\qquad
\rho=-\frac{u\cdot v}{|u||v|}.
\end{equation}
For $s_8\ge0$, $u>0$ and $v<0$ at every distance, so $\rho>0$. At $s_8=1$ and $f=5.75$ bohr, the six distances give $\rho=0.92$; 400 refits to noisy model data give 0.93. Freeing $f$ multiplies the variance of $s_8$ by
\begin{equation}
\frac{u^2v^2}{u^2v^2-(u\cdot v)^2}=\frac1{1-\rho^2}=\frac1{1-0.924^2}\approx6.8 .
\end{equation}

\subsection{Separating $a_1$ from $a_2$}

A single pair cannot say which of $a_1$ and $a_2$ is responsible. Both enter through $f$, so $\partial e/\partial a_1=R_0\,\partial e/\partial a_2$. Two columns of the three-parameter $J$ are proportional, $J^TJ$ is singular, and individual correlations with $a_1$ and $a_2$ are undefined. Pairs with different $R_0$ are needed.

As a model set, take $R_0=3.5$, 4.5 and 5.5 bohr, each sampled at the same six values of $R/R_0$ as the hydrogen pair. These pairs represent no particular atoms. The correlations at $s_8=1$, $a_1=0.4$, $a_2=4$ bohr are
\begin{equation}
\rho(s_8,a_1)=0.78,\qquad \rho(s_8,a_2)=-0.70,\qquad \rho(a_1,a_2)=-0.99 .
\end{equation}
The last value reflects the freedom to exchange $a_1$ for $a_2$ at nearly constant $f$. The negative sign of the second does not contradict the table above, where $a_1$ was held fixed; here $a_1$ varies too.

The joint dependence is measured by the multiple correlation $M$. The variance of $s_8$ is $\sigma^2/(J^TJ)_{ss}$ with $a_1,a_2$ fixed and $\sigma^2[(J^TJ)^{-1}]_{ss}$ with them free, and
\begin{equation}
M^2=1-\frac{1}{(J^TJ)_{ss}\,[(J^TJ)^{-1}]_{ss}} .
\end{equation}
The model set gives $M=0.92$, so freeing both damping parameters multiplies the variance of $s_8$ by $1/(1-0.916^2)\approx6.2$. These numbers belong to this set and weighting; another set will give others.

\section{Recommendation}

The claim that $s_8C_8$ is an improved dispersion coefficient should be withdrawn. The fitted $s_8$ may be reported as one member of the set $(s_8,a_1,a_2)$, together with the functional, the distances and the weights. To test $C_8$ itself, the authors should compute it from the atomic response, or examine accurate interaction energies at distances where the $C_{10}$ and overlap contributions have been shown to be small. The second route is demanding: for the hydrogen pair $C_{10}/(C_8R^2)=0.1$ requires $R\approx16$ bohr, where $C_8/R^8$ is only about $0.03\ \mu E_{\rm h}$, some 7\% of $C_6/R^6$. The numbers above are computed by the numerical check, apart from the quoted basis-set shifts, the hand calculation at 8 bohr, the estimate at 16 bohr and the variance factors 6.8 and 6.2, which follow by hand from the computed $\rho$ and $M$. It asserts the decomposition of $s_8$ against a direct minimisation, the trends with the window and with $a_2$, the singularity for one pair, and the agreement of $\rho$ with the noisy refits.

\section*{Numbers as computed}
\begin{verbatim}
Static polarizabilities l=1,2,3 (a.u.): [  4.5   15.   131.25]
C6 = 6.4990, C8 = 124.399, C10 = 3285.83 (a.u.)
R0 = 4.3751 bohr; a1 = 0.4; a2 = 4.0 bohr; f = 5.7500 bohr
Interaction energies in microhartree; disp = CI - HF
R/bohr      CI       HF     disp      PBE     BLYP
  7.0    -2.13    70.23   -72.35   -18.12   342.46
  7.5   -17.87    30.38   -48.24   -43.79   222.08
  8.0   -19.64    12.99   -32.63   -46.01   146.43
  9.0   -13.34     2.31   -15.65   -29.77    64.68
 10.0    -7.61     0.40    -8.01   -14.61    28.63
 12.0    -2.50     0.01    -2.52    -2.56     5.82
PBE grid change at 8 bohr = 0.1023 microhartree
Largest HF basis difference = 0.448 microhartree
disp/series at 12 bohr: through C8 1.0200, through C10 0.9985
s8 = 1 + C10 part + functional part + remainder (dimensionless)
HF    s8 = 1.571 = 1 + (0.442) + (0.000) + (0.129)
PBE   s8 = -6.285 = 1 + (0.442) + (-7.856) + (0.129)
BLYP  s8 = 20.040 = 1 + (0.442) + (18.468) + (0.129)
C10 part, window 7-12 bohr: 0.442; 14-24 bohr: 0.109
Refit at other a2, a1 fixed; rms error in % of C6/R^6
HF    a2=3.25 bohr: s8=1.235, rms=1.46%; a2=4.00 bohr: s8=1.571, rms=2.69%; a2=4.75 bohr: s8=2.183, rms=9.48%
PBE   a2=3.25 bohr: s8=-6.015, rms=70.44%; a2=4.00 bohr: s8=-6.285, rms=66.08%; a2=4.75 bohr: s8=-6.974, rms=56.30%
BLYP  a2=3.25 bohr: s8=18.400, rms=88.15%; a2=4.00 bohr: s8=20.040, rms=65.42%; a2=4.75 bohr: s8=23.414, rms=24.63%
Correlation of s8 and f: 0.924; from 400 noisy refits: 0.927
One pair, Jacobian singular values / largest: 1.0e+00 1.3e-01 6.4e-10
Model set, R0 in bohr: [3.5, 4.5, 5.5]
Correlations: s8,a1 0.785; s8,a2 -0.701; a1,a2 -0.988
Multiple correlation of s8 with (a1,a2): 0.916
\end{verbatim}
